# Cycloidal surface of a stressed half-space: trough energy at the cusp

**Q:** A wavy surface on a stressed solid concentrates stress in its troughs. Small-amplitude theory already says so. Why bring in a conformal map?

**A:** Because small-amplitude theory keeps the first power of the slope, and a profile close to a cusp has no small slope to expand in. A map lets us solve the elastic problem at finite amplitude for one family of profiles. Take

$$x=\xi+A\sin k\xi,\qquad y=A\cos k\xi,\qquad k=\frac{2\pi}{\lambda},\qquad m=kA,$$

with the solid below the curve and $0\le m<1$. The crest is at $k\xi=0$ and the trough at $k\xi=\pi$. Since $dx/d\xi=1+m\cos k\xi$, the profile is stretched at crests and compressed at troughs, so the troughs are the sharp part.

The solid is isotropic and linear elastic, with Young modulus $E$, Poisson ratio $\nu$ and small strains. It is in plane strain, the remote stress is $\sigma_{xx}=\sigma_0$, and the surface carries no traction. Surface stress and surface energy are neglected. The profile is prescribed; whether a real surface evolves through these shapes is a separate question.

**Q:** What is the map, and how do you know that it does not fold the solid over itself?

**A:** Let $\zeta=\xi+i\eta$ fill the lower half-plane, $\eta\le0$, and put

$$z=x+iy=\omega(\zeta)=\zeta+iAq,\qquad q=e^{-ik\zeta}.$$

At $\eta=0$, $iAq=iA\cos k\xi+A\sin k\xi$, which is the cycloid. Below the surface $|q|=e^{k\eta}<1$, so the map tends to the identity at depth. Its derivative is

$$\omega'=1+iA(-ik)q=1+mq .$$

For $m<1$ its real part is positive throughout $|q|\le1$. For two points $a,b$ of the half-plane, $\omega(b)-\omega(a)=(b-a)\int_0^1\omega'(a+t(b-a))\,dt$. The integral has positive real part, so distinct points have distinct images. At $m=1$ the derivative vanishes at the trough. For $m>1$ it vanishes inside the half-plane and the construction fails.

**Q:** You still need the stresses. I do not want complex potentials handed to me as a recipe.

**A:** Start from an Airy function $U$, with $\sigma_{xx}=U_{yy}$, $\sigma_{yy}=U_{xx}$, $\sigma_{xy}=-U_{xy}$. Equilibrium then holds identically, and compatibility requires $\nabla^4U=0$. A biharmonic function can be written

$$U=\mathrm{Re}\,[\bar z\varphi(z)+\Theta(z)],\qquad \psi=\frac{d\Theta}{dz},$$

with $\varphi,\Theta$ analytic. Using $\nabla^2=4\partial_z\partial_{\bar z}$ and $U_{xx}-U_{yy}-2iU_{xy}=4\partial_z^2U$,

$$\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\frac{d\varphi}{dz},\qquad
\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=2\left(\bar z\frac{d^2\varphi}{dz^2}+\frac{d\psi}{dz}\right).$$

For the traction, let $s$ be arc length and $(n_x,n_y)=(-y_s,x_s)$ the outward normal. Then

$$t_x=-U_{yy}y_s-U_{xy}x_s=-\frac{dU_y}{ds},\qquad t_y=U_{xy}y_s+U_{xx}x_s=\frac{dU_x}{ds}.$$

A traction-free surface therefore has constant $U_x+iU_y=2\partial_{\bar z}U$, that is,

$$\varphi+z\,\overline{\frac{d\varphi}{dz}}+\bar\psi=\text{const}.$$

**Q:** Where does the remote load enter?

**A:** Uniform tension is given by $\varphi=\sigma_0z/4$, $\psi=-\sigma_0z/2$: the stress sum is $\sigma_0$ and $\sigma_{yy}-\sigma_{xx}=-\sigma_0$. Add corrections $\varphi_0,\psi_0$ whose stresses decay at depth. On the surface the uniform part contributes $\sigma_0z/2-\sigma_0\bar z/2=i\sigma_0y$, so the corrections must satisfy, up to a constant,

$$\varphi_0+\omega\bar F+\bar\psi_0=-i\sigma_0A\cos k\xi,\qquad F=\frac{d\varphi_0}{dz}=\frac{1}{\omega'}\frac{d\varphi_0}{d\zeta}.$$

**Q:** The factor $\omega$ contains $\xi$, which is not periodic. Does that not spoil a Fourier solution?

**A:** It is removed by writing $\psi_0=-\zeta F+\chi$, with $\chi$ periodic. On the surface $\zeta=\bar\zeta=\xi$, the two terms $\xi\bar F$ cancel, and with $\bar q=1/q$ there,

$$\varphi_0+iAq\bar F+\bar\chi=-\frac{i\sigma_0A}{2}\left(q+\frac1q\right).$$

The functions $\varphi_0,F,\chi$ are power series in $q$. Since $d/d\zeta=-ikq\,d/dq$, $F$ starts at the first power: $F=f_1q+f_2q^2+\cdots$. Hence $q\bar F=\bar f_1+\bar f_2q^{-1}+\cdots$ contains no positive powers, and neither does $\bar\chi$. The positive powers leave

$$\varphi_0=-\frac{i\sigma_0A}{2}q,\qquad
\frac{d\varphi_0}{d\zeta}=(-ikq)\left(-\frac{i\sigma_0A}{2}\right)=-\frac{\sigma_0mq}{2},$$

$$F=-\frac{\sigma_0}{2}\frac{mq}{1+mq}.$$

The remaining powers give $\bar\chi=-i\sigma_0A/(2q)-iAq\bar F$. Its conjugate, with $\bar q=1/q$, is

$$\chi=\frac{i\sigma_0A}{2}q+\frac{iAF}{q}
=\frac{i\sigma_0A}{2}q-\frac{i\sigma_0A}{2}\frac{m}{1+mq}.$$

Both functions are analytic in the solid, so the boundary problem is solved.

**Q:** Have you perhaps changed the average lateral strain while making the stresses fit?

**A:** With shear modulus $\mu$, the plane-strain displacement $(u,v)$ obeys

$$2\mu(u+iv)=(3-4\nu)\varphi-z\,\overline{\frac{d\varphi}{dz}}-\bar\psi .$$

To check this, take the real part of its $z$-derivative: it gives $\mu(\varepsilon_{xx}+\varepsilon_{yy})=2(1-2\nu)\mathrm{Re}\,d\varphi/dz$. The $\bar z$-derivative gives $2\mu(\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy})=\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}$. These are Hooke's law for the sum and the difference.

The correction to the right-hand side is

$$(3-4\nu)\varphi_0-(\omega-\bar\zeta)\bar F-\bar\chi,\qquad \omega-\bar\zeta=2i\eta+iAq .$$

Every factor is periodic in $\xi$, so the mean lateral strain is unchanged. The solution is unique apart from rigid displacement: the difference of two solutions has no surface traction, decaying stress and periodic displacement, so no work is done on it and its strain energy is zero.

**Q:** Then what is the stress in the surface?

**A:** The normal stress vanishes there, so the tangential stress $\sigma_t$ equals the stress sum:

$$\frac{\sigma_t}{\sigma_0}=1+\frac{4}{\sigma_0}\mathrm{Re}\,F
=\mathrm{Re}\left[1-\frac{2mq}{1+mq}\right]
=\mathrm{Re}\,\frac{1-mq}{1+mq}.$$

Multiply numerator and denominator by $1+m\bar q$. The numerator becomes $1-m^2+m(\bar q-q)$, whose last term is imaginary, and therefore

$$\sigma_t=\sigma_0\frac{1-m^2}{1+m^2+2m\cos k\xi}.$$

At the crest this is $\sigma_0(1-m)/(1+m)$; at the trough it is $\sigma_0(1+m)/(1-m)$. To first order in $m$ it is $\sigma_0(1-2m\cos k\xi)$, the small-amplitude law.

A separate Airy-series calculation in $x,y$, which makes no use of the map, agrees at $m=0.2$ to about $10^{-15}$ of $\sigma_0$. For steeper profiles, the full field was tested for vanishing traction, and at $m=0.8$ for equilibrium and compatibility at interior points.

**Q:** What does this stress do to the elastic energy density at the surface?

**A:** In plane strain $\sigma_{zz}=\nu\sigma_t$ at the surface, where the subscript $z$ denotes the out-of-plane direction. The tangential strain is $\varepsilon_t=(\sigma_t-\nu\sigma_{zz})/E=(1-\nu^2)\sigma_t/E$. The out-of-plane strain is zero, so $w=\sigma_t\varepsilon_t/2$ and

$$w=\frac{1-\nu^2}{2E}\sigma_t^2,\qquad w_0=\frac{1-\nu^2}{2E}\sigma_0^2,\qquad
\frac{w_{\rm trough}}{w_0}=\left(\frac{1+m}{1-m}\right)^2 .$$

As $m\to1$, this approaches $4/(1-m)^2$. The divergence comes from $\omega'$ vanishing at the trough.

**Q:** A divergence in $1-m$ might be an artefact of your parameter. What is it in terms of the shape?

**A:** Put $\xi=\pi/k+s$ and let $X$ be the horizontal distance from the trough. For small $s$ and $m<1$,

$$X=s-A\sin ks\approx(1-m)s,\qquad y+A=A(1-\cos ks)\approx\frac{Ak^2s^2}{2}.$$

Eliminating $s$ gives $y+A\approx kmX^2/[2(1-m)^2]$. Comparison with $X^2/(2\rho)$ gives the trough radius

$$\rho=\frac{(1-m)^2}{km},\qquad
\frac{w_{\rm trough}}{w_0}=\frac{(1+m)^2}{m\,k\rho}\to\frac{4}{k\rho}.$$

Close to the cusp, the trough energy density of this family grows as the inverse radius, and the stress as its inverse square root.

At $m=1$ the linear term in $X$ disappears. Then $X\approx k^2s^3/6$ and $y+A\approx ks^2/2$, so

$$k(y+A)\approx\tfrac12(6k|X|)^{2/3}.$$

The slope is infinite on both sides of the tip: this is a cusp, not a corner with a finite opening angle.

**Q:** If it is a cusp, the field below it should resemble that of a crack. Does it?

**A:** Yes, and the factor can be found. Set $m=1$ and go down from the tip: $\zeta=\pi/k-ip$, $q=-e^{-kp}$. The depth below the tip is

$$d=p-\frac{1-e^{-kp}}{k}\approx\frac{kp^2}{2}.$$

The stress sum is

$$\sigma_0\frac{1+e^{-kp}}{1-e^{-kp}}\approx\frac{2\sigma_0}{kp}\approx\frac{2\sigma_0}{\sqrt{2kd}} .$$

To split it into components, we need $\sigma_{yy}-\sigma_{xx}$. With $P=kp$ and $e=e^{-P}$, the ingredients are

$$\bar z-\zeta=\frac{i(2P+e)}{k},\qquad F=\frac{\sigma_0e}{2(1-e)},\qquad
\frac{dF}{d\zeta}=-\frac{ik\sigma_0e}{2(1-e)^2},$$

$$\frac{d\chi}{d\zeta}=-\frac{\sigma_0e}{2}-\frac{\sigma_0e}{2(1-e)^2}.$$

Since $d\psi_0/d\zeta=-F-\zeta\,dF/d\zeta+d\chi/d\zeta$, the correction to $(\sigma_{yy}-\sigma_{xx})/2$ is

$$\frac{1}{1-e}\left[(\bar z-\zeta)\frac{dF}{d\zeta}-F+\frac{d\chi}{d\zeta}\right]
=\frac{\sigma_0e\,(2P-3+4e-e^2)}{2(1-e)^3}.$$

The numerator bracket expands to $2P^3/3$, while $(1-e)^3\approx P^3$. The correction tends to $\sigma_0/3$, and adding the uniform part $-\sigma_0/2$ gives $(\sigma_{yy}-\sigma_{xx})/2\to-\sigma_0/6$, so $\sigma_{yy}-\sigma_{xx}\to-\sigma_0/3$. This is finite, so each normal stress takes half of the divergent sum:

$$\sigma_{xx}\approx\frac{\sigma_0}{\sqrt{2kd}}=\frac{K}{\sqrt{2\pi d}},\qquad
K=\sigma_0\sqrt{\frac{\pi}{k}}=\sigma_0\sqrt{\frac{\lambda}{2}}.$$

**Q:** Infinite energy density worries me. Has the solid acquired infinite energy?

**A:** No. At the cusp the density varies as the inverse distance from the tip, and the area element supplies one power of distance, so the integral converges. The elastic energy released by forming the profile can also be calculated.

When a traction-free surface moves slightly at fixed mean lateral strain, the energy changes by $w$ times the added volume. Stress redistribution in the existing solid adds nothing at first order, because the surface tractions and the net work on the periodic sides both vanish.

Write $\theta=k\xi$, $R=\sigma_t/\sigma_0$, and $\langle\cdot\rangle$ for the average over $\theta$. Expanding the fraction found above gives

$$R=\mathrm{Re}\left[1+2\sum_{n\ge1}(-mq)^n\right]=\sum_{n=-\infty}^{\infty}(-m)^{|n|}e^{in\theta}.$$

Products of these coefficients give two averages:

$$\langle R^2\rangle=1+2\sum_{n\ge1}m^{2n}=\frac{1+m^2}{1-m^2},$$

$$\langle R^2\cos\theta\rangle=2\sum_{n\ge1}(-m)^{2n-1}=-\frac{2m}{1-m^2}.$$

Now change $A$ by $\delta A$ and shift the profile vertically by $\delta b$. The volume added per $d\xi$ is $x_\xi\delta y-y_\xi\delta x$:

$$[(1+m\cos\theta)\cos\theta+m\sin^2\theta]\delta A+(1+m\cos\theta)\delta b$$

$$=(\cos\theta+m)\delta A+(1+m\cos\theta)\delta b .$$

Conservation of volume makes the average zero, so $\delta b=-m\,\delta A$, leaving $(1-m^2)\cos\theta\,\delta A$. From here on let $U$ denote the change in elastic energy relative to the flat surface, no longer the Airy function. Per period and unit thickness,

$$\frac{dU}{dA}=w_0\lambda(1-m^2)\langle R^2\cos\theta\rangle=-2mw_0\lambda .$$

With $m=kA$ and $U=0$ for the flat surface,

$$U=-w_0\lambda kA^2=-2\pi w_0A^2 .$$

At the cusp $A=1/k$, and $U=-w_0\lambda^2/(2\pi)$, which is finite. Area integration of the full energy density agrees with this formula at $m=0.2$, $0.8$ and $0.95$.

**Q:** So a finite amount of energy and an infinite density coexist. Where does the surface energy density go as the cusp forms?

**A:** Consider $w$ integrated over horizontal distance, which is the energy removed per unit downward shift of the whole profile:

$$\int w\,dx=w_0\lambda\langle R^2(1+m\cos\theta)\rangle
=w_0\lambda\frac{1+m^2-2m^2}{1-m^2}=w_0\lambda .$$

It does not depend on $m$. Yet, at any fixed $\theta$ away from the trough, $R\to0$ as $m\to1$. The fixed total must therefore concentrate at the trough, while the rest of the surface unloads.

**Q:** Give me numbers that show the size of the effect for a prescribed profile.

**A:** Choose round parameters: $\lambda=1000$ nm, $\sigma_0=0.2$ GPa, $E=100$ GPa, $\nu=0.25$. Then

$$w_0=\frac{(1-0.25^2)(0.2\times10^9)^2}{2\times100\times10^9}\ \mathrm{J/m^3}=0.1875\ \mathrm{MJ/m^3}.$$

| $m$ | $\rho$ (nm) | trough stress (GPa) | $w_{\rm trough}/w_0$ |
|---|---|---|---|
| 0.20 | 509 | 0.30 | 2.25 |
| 0.50 | 79.6 | 0.60 | 9 |
| 0.80 | 7.96 | 1.80 | 81 |
| 0.90 | 1.77 | 3.80 | 361 |
| 0.95 | 0.42 | 7.80 | 1521 |

For $m=0.8$, the stress ratio is $1.8/0.2=9$ and the energy ratio is $9^2=81$. The first-order energy law $1+4m$ gives 4.2. Even at $m=0.2$ it gives 1.8 instead of 2.25, a shortfall of 20% relative to the finite-amplitude value.

The released energy behaves more mildly. At $m=0.8$, $A=127.3$ nm and $U=-2\pi w_0A^2=-19.1$ nJ/m; the cusp limit is $-29.8$ nJ/m. Between $m=0.8$ and $0.95$, the trough density grows by a factor $1521/81\approx19$, but the released energy by only $26.9/19.1\approx1.4$.

The part of $\int w\,dx$ lying within $\lambda/20$ on either side of the trough rises from 22% at $m=0.2$ to 97% at $m=0.8$. A flat surface would have 10% there. At the cusp, $K=0.2\ \mathrm{GPa}\times\sqrt{500\ \mathrm{nm}}=0.141\ \mathrm{MPa\,m^{1/2}}$.

**Q:** Would you believe the last row of the table for a real crystal?

**A:** Not as a prediction. A radius of 0.42 nm is of atomic size, where a smooth continuum surface is no longer a reliable description. The tangential strain there would be $(1-0.25^2)\times7.8/100\approx7.3\%$, which also strains the small-strain assumption. Plastic flow or surface stress could intervene earlier; this model contains neither. The $m=0.9$ row is already marginal: the strain is 3.6%, and a surface stress of 1 N/m divided by the 1.77 nm radius is about 0.6 GPa, against 3.8 GPa in the table.

Nor do these numbers mean that the surface would sharpen by itself. Let $\gamma$ be a constant surface energy per area. The elastic density at the trough exceeds that at the crest by $8w_0m(1+m^2)/(1-m^2)^2$, which favours moving atoms from trough to crest. The curvatures, $km/(1-m)^2$ at the trough and $km/(1+m)^2$ at the crest, oppose this with $2\gamma km(1+m^2)/(1-m^2)^2$. The ratio of the two is $4w_0/(\gamma k)$, whatever the value of $m$. For $\gamma=1$ J/m$^2$ it is only 0.12 here, so surface energy would tend to fill the troughs. In this trough-to-crest comparison the elastic term wins for $\lambda>\pi\gamma/(2w_0)$, about 8.4 µm at this stress. The comparison uses two points only, and the local balance at a sharp trough is somewhat different. With $\theta=\pi+t$ and $t$ small, $w$ falls from its trough value by the fraction $2mt^2/(1-m)^2$ and the curvature $\kappa$ by the fraction $(1+2m)t^2/[2(1-m)^2]$. Hence $w-\gamma\kappa$ has a maximum at the trough, driving atoms out of it, once $4w_0/(\gamma k)>(1+2m)/(1+m)^2$. This bound is 1 for a shallow wave, 0.80 at $m=0.8$ and $3/4$ at the cusp, all far above 0.12. The infinity belongs to the limit of a perfectly sharp, linear elastic cusp.

**Q:** An epitaxial film can be stressed in both in-plane directions. Does plane strain miss the point?

**A:** For the uniform half-space treated here, it misses only a constant. A film on a substrate with different elastic constants needs its own solution. Let the fixed out-of-plane strain be $e$. Then $\sigma_{zz}=\nu\sigma_t+Ee$ and $\varepsilon_t=[(1-\nu^2)\sigma_t-\nu Ee]/E$. In

$$w=\tfrac12(\sigma_t\varepsilon_t+\sigma_{zz}e)=\frac{1-\nu^2}{2E}\sigma_t^2+\frac{Ee^2}{2},$$

the cross terms $\mp\nu\sigma_te/2$ cancel. Equal in-plane stresses in the flat state require $e=(1-\nu)\sigma_0/E=0.15\%$ here. The added density is $0.1125\ \mathrm{MJ/m^3}$, so the flat value is $0.300\ \mathrm{MJ/m^3}$ and the trough value at $m=0.9$ is $67.8\ \mathrm{MJ/m^3}$. Their ratio is 226 rather than 361, because the constant part is not amplified. The divergent term is unchanged. The numerical output below lists the remaining values.

## Table of computed values

```
wavelength = 1000 nm
remote stress = 0.20 GPa
Young modulus = 100 GPa; Poisson ratio = 0.25
wavenumber k = 0.006283 1/nm
flat plane-strain energy density w0 = 0.1875 MJ/m^3
Profile: m (1), amplitude A (nm), trough radius (nm)
  m=0.20  A=31.83  radius=509.296
  m=0.50  A=79.58  radius=79.578
  m=0.80  A=127.32  radius=7.958
  m=0.90  A=143.24  radius=1.768
  m=0.95  A=151.20  radius=0.419
Surface stress (GPa): crest, trough; trough/remote ratio (1)
  m=0.20  0.13333  0.3000  ratio=1.500
  m=0.50  0.06667  0.6000  ratio=3.000
  m=0.80  0.02222  1.8000  ratio=9.000
  m=0.90  0.01053  3.8000  ratio=19.000
  m=0.95  0.00513  7.8000  ratio=39.000
Trough energy density: w (MJ/m^3), w/w0 (1), first order 1+4m (1)
  m=0.20  w=0.422  w/w0=2.25  first=1.80
  m=0.50  w=1.688  w/w0=9.00  first=3.00
  m=0.80  w=15.188  w/w0=81.00  first=4.20
  m=0.90  w=67.688  w/w0=361.00  first=4.60
  m=0.95  w=285.188  w/w0=1521.00  first=4.80
Energy change per period and thickness (nJ/m); trough share (%)
  m=0.20  U=-1.194  share=21.82
  m=0.50  U=-7.460  share=63.14
  m=0.80  U=-19.099  share=97.08
  m=0.90  U=-24.172  share=99.45
  m=0.95  U=-26.932  share=99.88
cusp amplitude lambda/(2 pi) = 159.15 nm
cusp limit of U = -29.842 nJ/m
cusp K = 0.1414 MPa m^0.5
K/(sigma0 sqrt(lambda/2)) from field = 1.00000
(w/w0)(1-m)^2 at m=0.999 = 3.9960
biaxial out-of-plane strain = 0.150 %
biaxial flat energy density = 0.3000 MJ/m^3
biaxial trough density, m=0.90 = 67.800 MJ/m^3
Airy-series stress error / remote stress = 2.6e-15
largest traction / remote stress = 4.1e-14
```
